# Why Confinement Can Move Electrons into Satellite Valleys in III-V Channels

Take a film with impenetrable walls and two conduction valleys. The central valley, Γ, has effective mass $m$. The satellite valley starts higher by an energy $\Delta$, and suppose for the moment that its mass along the film normal is infinite. An electron in the film must form a standing wave that vanishes at both walls, so its lowest wavenumber is $\pi/t$ in a film of thickness $t$. In Γ this costs the kinetic energy $\pi^2\hbar^2/2mt^2$. In the infinitely heavy satellite it costs nothing. The Γ level therefore climbs as the film is thinned, the satellite level stays at $\Delta$, and they meet when

$$\frac{\pi^2\hbar^2}{2mt^2}=\Delta .$$

With $\hbar^2/2m_0=0.0381$ eV nm², $m=0.067\,m_0$ and $\Delta=0.29$ eV, this gives $t=\sqrt{0.376/(0.067\times0.29)}\approx4.4$ nm. In a thinner film the lowest state belongs to the satellite.

If the satellite instead had the same normal mass as Γ, both levels would rise together and their separation would remain $\Delta$. Confinement reorders valleys through a difference in kinetic cost. What matters is the mass along the normal, and a real satellite has a finite one that depends on how the crystal is cut.

## Which mass is heavy?

L and X valleys are ellipsoids, with a large mass $m_l$ along their axis and a smaller mass $m_t$ across it. Let the axis make an angle $\theta$ with the film normal $z$, and choose $x$ so that the axis lies in the $xz$ plane. With $W$ the inverse-mass tensor, the kinetic energy is

$$\frac{\hbar^2}{2}\left[W_{zz}k_z^2+2W_{xz}k_xk_z+W_{xx}k_x^2+\frac{k_y^2}{m_t}\right].$$

Projecting the tensor on $z$ gives the normal mass:

$$\frac1{m_z}=W_{zz}=\frac{\cos^2\theta}{m_l}+\frac{\sin^2\theta}{m_t}.$$

The mixed term can be removed by completing the square:

$$W_{zz}\left(k_z+\frac{W_{xz}}{W_{zz}}k_x\right)^2+\left(W_{xx}-\frac{W_{xz}^2}{W_{zz}}\right)k_x^2 .$$

Since $k_z=-i\,d/dz$, multiplying the standing wave by $\exp(-iW_{xz}k_xz/W_{zz})$ cancels the shift of $k_z$. The product still vanishes at the walls, so the confinement energy is $\hbar^2\pi^2/2m_zt^2$.

The remaining $k_x^2$ coefficient is the inverse mass along $x$. The determinant of the $xz$ block of $W$ is $1/(m_lm_t)$, whence

$$\frac1{m_x}=\frac{W_{xx}W_{zz}-W_{xz}^2}{W_{zz}}=\frac{m_z}{m_lm_t}.$$

With $m_y=m_t$, the in-plane density-of-states mass is

$$m_d=\sqrt{m_xm_y}=\sqrt{\frac{m_lm_t^2}{m_z}} .$$

For given $m_l$ and $m_t$, a large normal mass thus goes with a small in-plane mass.

Rough GaAs-like values show how much orientation matters. For L, take $m_l=1.9\,m_0$ and $m_t=0.075\,m_0$. On a (111) film one L valley points along the normal, so $m_z=1.9\,m_0$. On a (001) film all four L valleys have $\cos^2\theta=1/3$, and

$$\frac{m_0}{m_z}=\frac{1/3}{1.9}+\frac{2/3}{0.075}=9.06,\qquad m_z=0.110\,m_0 .$$

The same bulk valley is very heavy for confinement on one surface and only modestly heavier than Γ on the other.

## The light valley bends

The parabolic formula overstates the rise of Γ, because away from its minimum the band rises more slowly than a parabola. A two-band model describes this. Couple a conduction amplitude $f$ to a valence amplitude $v$ whose band edge lies $1/\alpha$ lower. For a suitable choice of phases,

$$Ef=Pkv,\qquad \left(E+\frac1\alpha\right)v=Pkf .$$

Eliminating $v$ and multiplying by $\alpha$ gives $E(1+\alpha E)=\alpha P^2k^2$. At small $k$ this must equal $\hbar^2k^2/2m$, which fixes $P^2=\hbar^2/2m\alpha$. Hence

$$E(1+\alpha E)=\varepsilon,\qquad \varepsilon=\frac{\hbar^2k^2}{2m},\qquad E=\frac{\sqrt{1+4\alpha\varepsilon}-1}{2\alpha},$$

where the positive root is the conduction state. A hard wall is taken to mean $f=0$ there, so $k=\pi/t$ for the lowest level.

For $\alpha=0.6$ eV⁻¹ and $t=4$ nm,

$$\varepsilon=\frac{0.376}{0.067\times16}=0.351\ \mathrm{eV},\qquad E=\frac{\sqrt{1+2.4\times0.351}-1}{1.2}=0.298\ \mathrm{eV}.$$

In-plane motion adds $\hbar^2k_\parallel^2/2m$ to $\varepsilon$. Differentiating $E(1+\alpha E)=\varepsilon$ gives $(1+2\alpha E)\,dE=d\varepsilon$, so the in-plane mass at the subband edge is $m(1+2\alpha E)$. Confinement makes the light valley heavier in the plane as it lifts it.

## When the levels cross

Let the satellite be parabolic and define $r=m/m_z$. Its confinement energy is $r\varepsilon$, because both valleys have the same wavenumber. At a crossing both levels equal $E$, so

$$E=\Delta+r\varepsilon=\Delta+rE(1+\alpha E),$$

or

$$r\alpha E^2-(1-r)E+\Delta=0 .$$

Real roots require $(1-r)^2\ge4r\alpha\Delta$. Their product, $\Delta/r\alpha$, is positive, so they have the same sign. Their sum is $(1-r)/r\alpha$, so they are positive only for $r<1$. With equality the levels merely touch. They cross, within this hard-wall model, if and only if

$$r<1\quad\text{and}\quad(1-r)^2>4r\alpha\Delta .$$

Thinning a film from the bulk reaches the lower root first. Multiplying the quadratic formula above and below by its conjugate gives

$$E_c=\frac{2\Delta}{1-r+\sqrt{(1-r)^2-4r\alpha\Delta}},\qquad
t_c=\frac{\pi\hbar}{\sqrt{2mE_c(1+\alpha E_c)}} .$$

For $\alpha=0$ the first result reduces to $E_c=\Delta/(1-r)$, and $r\to0$ then recovers the opening case.

The second condition arises because the Γ level grows only as $1/t$ once $\alpha\varepsilon$ is large, while the parabolic satellite keeps growing as $1/t^2$. Γ must overtake the satellite before its own rise slows too much. The upper root marks a formal return to the original order. For the normal L valley on (111) it lies at tens of eV, far outside the validity of either band model.

For that valley $r=0.0353$, and

$$E_c=\frac{0.58}{0.965+0.952}=0.303\ \mathrm{eV},\qquad
t_c=\sqrt{\frac{0.376}{0.067\times0.303\times1.182}}\approx3.96\ \mathrm{nm}.$$

With parabolic Γ and everything else unchanged, the crossing would occur at 4.32 nm.

On (001), $r=0.607$ for L. Now $(1-r)^2=0.154$, whereas $4r\alpha\Delta=0.423$, so L does not cross Γ. At a given Γ energy the separation is $\Delta-(1-r)E+r\alpha E^2$. Its derivative vanishes at $E=(1-r)/2r\alpha$, giving the minimum

$$\Delta-\frac{(1-r)^2}{4r\alpha}=0.184\ \mathrm{eV},$$

reached at 2.81 nm. The absence of a crossing depends on treating L as parabolic. Giving L a rough nonparabolicity of 0.5 eV⁻¹ lowers the separation at the same thickness to 0.117 eV. Writing $\beta$ for this nonparabolicity, the crossing condition becomes $(E-\Delta)[1+\beta(E-\Delta)]=rE(1+\alpha E)$. Its positive root is $E\approx1.03$ eV, which corresponds to $t\approx1.8$ nm. L then does cross Γ, but at an energy where neither band model is reliable, and in a film where the X valley considered next is already far lower.

A different valley takes over on (001). Let X lie 0.48 eV above Γ, with $m_l=1.3\,m_0$ and $m_t=0.23\,m_0$. The X valley along the normal has $r=0.0515$ and crosses Γ at 2.89 nm, despite starting well above L.

The two crossings differ in what they do to motion along the channel. On (111), the normal L valley has an in-plane mass of $0.075\,m_0$, below the $0.091\,m_0$ that Γ has acquired at the crossing. On (001), the normal X valley has $0.23\,m_0$ against $0.108\,m_0$ for Γ. Electrons have moved to a valley heavier for transport in the second case, but not in the first.

## From levels to electrons

A crossing of levels is not an abrupt transfer of charge. To count the electrons, start with the number of in-plane states per area, including spin:

$$2\,\frac{\pi k_\parallel^2}{(2\pi)^2}=\frac{k_\parallel^2}{2\pi}.$$

In a Γ subband, $k_\parallel^2=(2m/\hbar^2)[E(1+\alpha E)-\varepsilon_z]$, where $\varepsilon_z$ is the part of $\varepsilon$ due to confinement. Differentiating with respect to $E$ gives the density of states

$$D_\Gamma(E)=\frac{m(1+2\alpha E)}{\pi\hbar^2}.$$

For $g$ equivalent parabolic satellites it is $gm_d/\pi\hbar^2$. The electron density in subband $i$, with edge $E_i$, is

$$n_i=\int_{E_i}^{\infty}\frac{D_i(E)\,dE}{1+\exp[(E-\mu)/k_BT]},$$

and the chemical potential $\mu$ is set by requiring the sum over all valleys and subbands to equal the sheet density $N$.

For $N=5\times10^{12}$ cm⁻² at 300 K, the hard-wall (111) film with flat bands, that is, without the field of the sheet charge itself, gives:

| $t$ (nm) | Γ edge (eV) | normal L edge (eV) | normal L share |
|---:|---:|---:|---:|
| 10 | 0.054 | 0.292 | 0.9% |
| 6 | 0.144 | 0.296 | 9.6% |
| 4 | 0.298 | 0.302 | 53% |
| 3 | 0.483 | 0.312 | 98% |

At 6 nm the valleys are still 0.152 eV apart, almost six times $k_BT=0.0259$ eV, yet L already holds nearly a tenth of the electrons. The main reason is the small density of states in Γ. Its edge mass is $0.067(1+1.2\times0.144)=0.079$ in units of $m_0$, so $D_\Gamma\approx0.079/(2\pi\times0.0381)=0.33$ eV⁻¹ nm⁻². Treating this as constant at zero temperature, placing all 0.05 electrons per nm² in Γ would fill it to about $0.05/0.33=0.15$ eV above its edge. That is close to the L edge. Filling can therefore start the transfer well before the levels cross: at a thousandth of this density the L share would be about 0.5%. The closely spaced higher L subbands also help; with only the lowest one kept, the share would be 6%.

At 4 nm, L holds slightly more than half although its lowest edge is still about 5 meV above Γ. Its lowest subband alone could not do this, having both a higher edge and a smaller in-plane mass. The rest comes from higher L subbands. The second lies only $3\times0.376/(1.9\times16)=0.037$ eV above the first, because the large normal mass also packs the levels closely.

A controlled change separates normal mass from density of states. At 3 nm, replace only the normal mass of this L valley by $0.067\,m_0$, keeping its in-plane mass, bulk energy and all other valleys fixed. Its share drops from 98% to less than one part in a million. In this film, the heavy normal mass is what brings the electrons there.

Density of states does affect the balance on (001). At 4 nm, the four L valleys have a combined density-of-states mass of $4\times0.311=1.24\,m_0$, about 14 times the Γ edge value. They hold 7% of the electrons even though their edge is 0.205 eV higher. This also needs the filling of Γ; at a thousandth of the density the share would be about 0.5%. At 3 nm the X valleys hold 55%, and at 2.5 nm nearly 99%. These figures treat L as parabolic. With $\beta=0.5$ eV⁻¹, L holds 14% at 4 nm and 10% at 3 nm, where the X share drops to 49%.

## Walls that give way

An oxide barrier has finite height, and the wave leaks into it. Let the barrier lie at $V$ above the bulk Γ minimum, with mass $m_{ox}$. The lowest envelope is proportional to $\cos kz$ in the channel, measured from its centre, and to $e^{-\kappa|z|}$ outside, where $\kappa=\sqrt{2m_{ox}(V-E)}/\hbar$ and $E$ is the total energy.

Besides $f$, the two-band equations require $v\propto Pf'/(E+1/\alpha)$ to be continuous. Since

$$\frac{P^2}{E+1/\alpha}=\frac{\hbar^2}{2m(1+\alpha E)},$$

this amounts to continuity of $f'/m(E)$, with $m(E)=m(1+\alpha E)$ in Γ and $m_{ox}$ in the oxide. Dividing the derivative condition by the continuity condition gives

$$\frac{k}{m(E)}\tan\frac{kt}{2}=\frac{\kappa}{m_{ox}},$$

which is the same as

$$kt=\pi-2\arctan\frac{m_{ox}k}{m(E)\kappa}.$$

For a satellite, $m(E)$ is replaced by $m_z$; the same $V$ and $m_{ox}$ are assumed for every valley, which a real oxide need not obey. A small channel mass makes the arctangent large and reduces $k$ substantially, whereas a heavy valley remains close to $kt=\pi$. Finite walls therefore relieve the valley that was paying most.

With rough values $V=2.5$ eV and $m_{ox}=0.3\,m_0$, the Γ edge at 4 nm falls from 0.298 to 0.155 eV, while the normal L edge changes by less than 1 meV. The (111) crossing moves from 3.96 to 2.24 nm. The L share is then 8% at 4 nm, 21% at 3 nm and 56% at 2 nm; these shares retain the channel's in-plane masses and neglect their change in the oxide. The (001) X crossing moves from 2.89 to 1.21 nm, only about four Ga–As bilayers, where an effective-mass envelope is hard to justify.

## Beside a real gate stack

The parameters are rough values for GaAs under a wide-gap oxide. Of the assumptions varied here for the (111) crossing, the hard wall has the largest effect: relaxing it with the barrier values above lowers the crossing thickness by 44%; for several other pairs of barrier height (2.0 to 3.3 eV) and oxide mass ($0.15$ to $0.5\,m_0$) the reduction lay between 32% and 53%. The other changes tried here are smaller but still matter. Changing $\Delta$ for L by ±0.05 eV moves the hard-wall crossing between 3.61 and 4.42 nm. Removing one 0.33 nm bilayer from a 4 nm hard-wall film raises Γ by 47 meV, nearly twice $k_BT$, so thickness fluctuations would blur the transfer. For a one-sided gate, the channel field falls from $eN/\epsilon$ to zero, where $\epsilon$ is the channel permittivity; its mean is 0.35 MV/cm. Applied uniformly to the 4 nm hard-wall film, this mean field lowers L relative to Γ by 13 meV. The effect grows quickly with thickness, to about 38 meV at 6 nm and 84 meV at 10 nm, so the flat-band shares of thicker films are too low. With the band bending of a one-sided gate included self-consistently, normal L holds about 17% at 6 nm and 9% at 10 nm instead of 9.6% and 0.9%, while at 4 nm it changes only from 53% to 56%. The corresponding oxide field is about 1 MV/cm for a relative permittivity of 9.

Strain and atomistic band structure are left out, as is valley mixing at the surfaces. The normal L valley on (111) and the normal X valley on (001) share the in-plane wavevector of Γ, so an interface can couple them and turn the crossing into an anticrossing. The states near that thickness would then have mixed character. The size of this coupling cannot be obtained from the present model.

A design conclusion must therefore name the surface, the walls and the sheet density as well as the thickness. The remaining levels and shares are listed in the numerical output below.

## Numbers as computed

```
G: mass 0.067 m0, alpha 0.6 /eV; T 300 K, kT 25.85 meV
bulk separations: L 0.29 eV, X 0.48 eV
L masses long/trans 1.9/0.075; X 1.3/0.23 m0
sheet density 5.0e+12 /cm2
finite wall 2.5 eV above G minimum, oxide mass 0.3 m0
valley: count, normal mass, in-plane DOS mass per valley (m0), r
 (111) L normal: 1, 1.9000, 0.0750, 0.0353
 (111) L oblique: 3, 0.0840, 0.3568, 0.7980
 (111) X: 3, 0.3170, 0.4658, 0.2114
 (001) L: 4, 0.1103, 0.3112, 0.6073
 (001) X normal: 1, 1.3000, 0.2300, 0.0515
 (001) X in plane: 2, 0.2300, 0.5468, 0.2913
(111) G/L normal crossing, hard: 3.962 nm at 0.3026 eV
  same crossing, finite walls: 2.235 nm
  G in-plane edge mass at hard crossing 0.0913 m0
(001) G/X normal crossing, hard: 2.886 nm at 0.5147 eV
  same crossing, finite walls: 1.208 nm
  G in-plane edge mass at hard crossing 0.1084 m0
(111) hard crossing if G were parabolic 4.321 nm
(001) L: (1-r)^2 0.1542, 4 r alpha Delta 0.4227
(001) L closest approach 0.1842 eV at 2.806 nm
hard (111): t nm; G, normal L edges eV; G, normal L, other shares %
 10.0; 0.0544, 0.2920; 98.17, 0.94, 0.89
 6.0; 0.1435, 0.2955; 89.55, 9.55, 0.91
 4.0; 0.2976, 0.3024; 46.61, 53.21, 0.18
 3.0; 0.4834, 0.3120; 1.90, 97.92, 0.18
hard (001): t nm; G, L, normal X edges eV; G, L, all X shares %
 10.0; 0.0544, 0.3241, 0.4829; 98.40, 1.59, 0.00
 4.0; 0.2976, 0.5030, 0.4981; 90.61, 7.26, 2.13
 3.0; 0.4834, 0.6687, 0.5121; 44.12, 1.14, 54.75
 2.5; 0.6469, 0.8354, 0.5263; 1.44, 0.01, 98.55
finite (111): t nm; G, normal L edges eV; normal L share %
 4.0; 0.1549, 0.3019; 8.25
 3.0; 0.2271, 0.3109; 21.35
 2.0; 0.3728, 0.3359; 56.15
 1.5; 0.5141, 0.3696; 86.48
control, hard (111), 3 nm: normal L share 97.92 %
  with only its normal mass set to 0.067 m0: 1.56e-05 %
mean channel field 0.351 MV/cm (permittivity 12.9)
  changes hard (111) L-G separation at 4 nm by -13.4 meV
one bilayer (0.326 nm) thinner than 4 nm: G +47.0 meV
L separation 0.24 eV: hard (111) crossing 4.417 nm
L separation 0.34 eV: hard (111) crossing 3.609 nm
(001) L-G at 2.806 nm with L alpha 0.5 /eV: 0.1172 eV
oxide field 1.01 MV/cm (permittivity 9.0)
```
